\section*{Why Wannier and Atomic Hubbard Projectors Act Differently in a p-d Chain}

\section{The question}

A chain of alternating $d$ and $p$ orbitals has a band of mainly $d$ character, separated by a gap from a band of mainly $p$ character. A Hubbard correction is to act on the "$d$ electrons". They can be counted with the atomic $d$ orbitals, or with Wannier functions built from the $d$-like band. Why can the Wannier choice give integer occupations and a rigid, scissor-like shift of the band, while the atomic choice changes the mixing of $p$ and $d$? And what must hold for the first half of this statement to be true?

\section{The mechanism}

A Hubbard correction first measures an occupation with a projector, then applies a potential through the same projector. The two effects in the question belong to these two operations.

Wannier functions of an isolated band group span the same space as the Bloch states of that group. If every state of the group is empty, each Wannier function is empty; if every state is filled, each is filled. The measured occupation is then an integer, however much $p$ character the functions contain. The potential acts equally on all states of the group and on no others. It moves their energies together and has no means of mixing them with other bands.

An atomic $d$ orbital belongs partly to both bands. With the $p$-like band filled and the $d$-like band empty, it holds a fraction of an electron, because the filled states have some $d$ character. A potential on it raises the $d$ level relative to the $p$ level. The mixing depends on that level difference, so the Bloch states change wherever the two bands are mixed.

Integer occupation thus comes from a full or empty group, and rigidity from a potential that commutes with the Hamiltonian and takes the same value on every state of the band. Either can occur without the other, as shown below.

\section{From the mechanism to the formulas}

\subsection{The chain and its bands}

Each cell $R$ holds one $d$ orbital and, to its right, one $p$ orbital, all orthonormal. The $p$ level is zero and the $d$ level is $\Delta>0$. The $p$ orbital is odd along the chain, so its hoppings to its two $d$ neighbours have opposite signs, $+t$ within the cell and $-t$ to the next cell. Spin does not enter the uncorrected Hamiltonian $H$, and the formulas refer to one spin channel. Energies are in hartree.

Let $|d_k\rangle$ and $|p_k\rangle$ be Bloch sums with phase $e^{ikRa}$ in cell $R$, where $a$ is the lattice constant. The $d$ orbital of cell $R$ couples to the $p$ orbitals of cells $R$ and $R-1$, so
\begin{equation}
g_k=\langle d_k|H|p_k\rangle=t\,(1-e^{-ika}),\qquad
|g_k|^2=2t^2(1-\cos ka)=4t^2\sin^2\frac{ka}{2}.
\end{equation}
The $2\times2$ eigenvalue equation $(E-\Delta)E=|g_k|^2$ gives
\begin{equation}
E_\pm=\frac{\Delta\pm G}{2},\qquad
G(k)=\sqrt{\Delta^2+16t^2\sin^2\frac{ka}{2}} .
\label{bands}
\end{equation}
The upper band is the $d$-like one. Since $\partial H/\partial\Delta$ is the projector $P_d$ on the atomic $d$ orbitals, the Hellmann--Feynman theorem gives the $d$ weight of the lower band:
\begin{equation}
w(k)=\frac{\partial E_-}{\partial\Delta}=\frac12\left(1-\frac{\Delta}{G}\right).
\label{weight}
\end{equation}
The upper band has $d$ weight $1-w$ and $p$ weight $w$. At $k=0$ the coupling vanishes and the bands are pure; at $ka=\pi$ the mixing is largest.

\subsection{The Hubbard potential}

Let $|\phi_{Ra}\rangle$ be orthonormal Hubbard orbitals, with $a$ now labelling orbitals in a cell, and let $\rho$ be the one-electron density matrix. The site-diagonal occupation matrix and the correction energy per spin and cell are
\begin{equation}
n_{ab}=\langle\phi_{Ra}|\rho|\phi_{Rb}\rangle,\qquad
E_U=\frac U2\,\mathrm{Tr}\,[n(1-n)] .
\end{equation}
This is the rotationally invariant form with one parameter $U$. The orbitals are held fixed, and $n$ is the same in every cell. Varying the energy gives
\begin{equation}
\delta E_U=\frac U2\mathrm{Tr}[(1-2n)\,\delta n]
=\sum_{ab}U\left(\tfrac12\delta_{ab}-n_{ab}\right)\langle\phi_{Rb}|\delta\rho|\phi_{Ra}\rangle .
\end{equation}
The operator multiplying $\delta\rho$, summed over cells, is the potential:
\begin{equation}
V=\sum_{R}\sum_{ab}|\phi_{Ra}\rangle\,U\left(\tfrac12\delta_{ab}-n_{ab}\right)\langle\phi_{Rb}| .
\label{V}
\end{equation}
An orbital less than half filled is raised, and one more than half filled is lowered.

\subsection{Wannier projectors}

Take an isolated group of bands $m$ with Bloch states $|\psi_{mk}\rangle$. Its Wannier functions in a ring of $N$ cells are
\begin{equation}
|w_{Ra}\rangle=\frac1{\sqrt N}\sum_k e^{-ikRa_0}\sum_m|\psi_{mk}\rangle S_{ma}(k),
\end{equation}
where $a_0$ denotes the lattice constant in this formula and $S(k)$ is a unitary matrix, the gauge. In $\sum_{Ra}|w_{Ra}\rangle\langle w_{Ra}|$ the sum over $R$ gives $N\delta_{kk'}$, and the sum over $a$ gives $(SS^\dagger)_{mm'}=\delta_{mm'}$. Therefore
\begin{equation}
\sum_{Ra}|w_{Ra}\rangle\langle w_{Ra}|=\sum_{mk}|\psi_{mk}\rangle\langle\psi_{mk}|=P_G ,
\label{complete}
\end{equation}
the projector on the group, in any gauge.

Now comes a sufficient condition, the one that works in any gauge: in the spin channel considered, the group is completely empty or completely filled. Then $\rho|w_{Ra}\rangle$ is either zero or $|w_{Ra}\rangle$, so $n$ is the zero matrix or the unit matrix. Equations (\ref{V}) and (\ref{complete}) give
\begin{equation}
V=+\frac U2P_G\ \ (\text{empty}),\qquad V=-\frac U2P_G\ \ (\text{filled}).
\label{rigid}
\end{equation}
Because $P_G$ is built from eigenstates of $H$, it commutes with $H$. Each state of the group obeys $(H+V)\psi_{mk}=(\varepsilon_{mk}\pm U/2)\psi_{mk}$, and states outside the group keep their energies. An empty group moves up, away from the filled states, and a filled group moves down, so the occupations within the channel stay as they were. The solution is self-consistent after one step.

The density matrix is unchanged and $E_U=0$, so the total energy is unchanged too. Here $H$ is held fixed; had it depended on the density, the unchanged density would have left it fixed as well. If the uncorrected ground state already has the group empty or filled in each spin channel, the correction therefore leaves every ground-state property that follows from $\rho$ unchanged. The gap changes only if the group contains one of the two band edges that bound it, as the $d$-like band of the chain does.

\subsection{Atomic projectors}

Let the $p$-like band be filled and the $d$-like band empty. The atomic occupation is the average of $w(k)$. With $\theta=ka/2$ and a long chain,
\begin{align}
n_d&=\frac12\left[1-\frac1\pi\int_0^\pi\frac{\Delta\,d\theta}{\sqrt{\Delta^2+16t^2\sin^2\theta}}\right]\nonumber\\
&=\frac12\left[1-\frac2\pi K(m)\right],\qquad m=-\frac{16t^2}{\Delta^2}.
\label{nd}
\end{align}
The second line uses the symmetry of $\sin^2\theta$ about $\pi/2$ and the complete elliptic integral $K(m)=\int_0^{\pi/2}d\theta\,(1-m\sin^2\theta)^{-1/2}$. For $t\neq0$ the occupation lies between 0 and $\tfrac12$. For $t\ll\Delta$, $w\simeq4t^2\sin^2\theta/\Delta^2$, and since $\sin^2\theta$ averages to $\tfrac12$, $n_d\simeq2t^2/\Delta^2$.

The same number measures the $p$ content of the Wannier function. By translation symmetry, the $p$ weight of one Wannier function is the average $p$ weight of the upper band, which is the average of $w$, hence $n_d$. The $d$ charge in the filled band and the $p$ tails of the empty Wannier function are two views of one hybridization.

The potential is now $V=U(\tfrac12-n_d)P_d$. Between the two Bloch states at the same $k$, the atomic projector has an element of size
\begin{equation}
|\langle\psi_+|P_d|\psi_-\rangle|=\sqrt{w(1-w)},
\end{equation}
the product of their $d$ amplitudes. It is nonzero wherever the bands are mixed, so $V$ does not commute with $H$. The effect of a small $d$-level shift $v$ follows by differentiating (\ref{bands}) and (\ref{weight}) with respect to $\Delta$:
\begin{align}
\frac{dE_+}{dv}&=1-w,\qquad \frac{dE_-}{dv}=w,\\
\frac{dw}{dv}&=-\frac12\left(\frac1G-\frac{\Delta^2}{G^3}\right)
=-\frac{G^2-\Delta^2}{2G^3}=-\frac{2w(1-w)}{G}.
\label{response}
\end{align}
The last step uses $w(1-w)=\tfrac14(1-\Delta^2/G^2)$. The shift varies with $k$ because the $d$ weight does, and the $p$-like band moves as well. The mixing falls for $v>0$, at a rate set by the squared interband element divided by the gap $G$.

For a finite shift, with $H$ again held fixed (in a density-functional calculation the Hartree and exchange-correlation potentials would respond to the changed $d$ charge and modify the level further), the chain keeps its form with a new level difference $\Delta'$, which must satisfy
\begin{equation}
\Delta'=\Delta+U\left[\tfrac12-n_d(\Delta')\right].
\label{sc}
\end{equation}
For the parameters used below there is one solution; for much larger $U$ there can be others, with the $d$ level below the $p$ level. The condition also makes the total energy stationary. Let $\rho$ be the ground state for a trial $d$-level shift $D$. Then $\mathrm{Tr}[(H+DP_d)\delta\rho]=0$, so the band energy per cell changes by $-D\,\delta n_d$, while $E_U$ changes by $U(\tfrac12-n_d)\delta n_d$. The sum vanishes when $D=U(\tfrac12-n_d)$. The physical drive is visible here: a fractional $n_d$ costs Hubbard energy, and the system lowers that cost by giving up some hybridization, until the loss of band energy balances the gain.

When $t=0$, the band states are atomic orbitals, $n_d=0$, and both choices shift the empty $d$ level by $U/2$. Their difference is an effect of hybridization.

\section{From the formulas to numbers}

\subsection{Filled p-like band, empty d-like band}

Take the round model parameters $\Delta=0.12$, $t=0.04$ and $U=0.16$ hartree, the same $U$ for both projectors, and a ring of 40 cells. Both spins are alike. The Wannier functions are made by projecting the atomic $d$ orbitals on the upper band and orthonormalizing them symmetrically.

Each Wannier function has weight 0.880 on its home $d$ orbital and 0.119 on all $p$ orbitals together, of which 0.118 sits on the two nearest. In the uncorrected state its occupation is 0, while the atomic $d$ occupation is 0.119. The electronic state is the same; the number depends on the projector. After the Wannier correction the atomic occupation is still 0.119.

The Wannier shift is $U/2=0.0800$ hartree at every $k$. For the atomic correction, the self-consistent occupation is 0.06485, and (\ref{sc}) gives
\begin{equation}
\Delta'-\Delta=0.16\,(0.5-0.06485)=0.0696\ \text{hartree},\qquad \Delta'=0.1896\ \text{hartree}.
\end{equation}
At $ka=\pi$ the direct gap changes from $\sqrt{0.12^2+16(0.04)^2}=0.2000$ to $\sqrt{0.1896^2+16(0.04)^2}=0.2481$ hartree. By (\ref{bands}), the $d$-like band moves by half the sum of the changes in $\Delta$ and $G$, and the $p$-like band by half their difference:
\begin{equation}
\tfrac12(0.0696+0.0481)=0.0589,\qquad
\tfrac12(0.0696-0.0481)=0.0108\ \text{hartree}.
\end{equation}
Across the zone the atomic correction gives:

\begin{center}
\begin{tabular}{lccc}
$ka$ & $0$ & $\pi/2$ & $\pi$\\
shift of $d$-like band (hartree) & 0.0696 & 0.0628 & 0.0589\\
shift of $p$-like band (hartree) & 0.0000 & 0.0069 & 0.0108\\
$w$ before & 0.000 & 0.136 & 0.200\\
$w$ after & 0.000 & 0.071 & 0.118
\end{tabular}
\end{center}

The $d$-like band narrows from 0.0400 to 0.0292 hartree; with Wannier projectors its width stays at 0.0400 hartree. The band gap, which lies at $k=0$, grows from 0.120 hartree (3.27 eV) to 0.200 hartree (5.44 eV) with Wannier projectors and to 0.190 hartree (5.16 eV) with atomic ones. The two gaps differ by only $Un_d(\Delta')=0.16\times0.06485=0.010$ hartree because in this model the gap lies at $k=0$, where the bands are pure and feel the full level shift; at $ka=\pi$ the direct gaps are $0.200+0.080=0.280$ and 0.248 hartree. The ground states differ as well: one calculation keeps the original covalency and the other cuts the $d$ charge in the filled band nearly by half. The atomic solution retains a Hubbard energy of $0.08\times0.06485\times0.93515=0.00485$ hartree per spin and cell; the Wannier value is zero.

\subsection{A spin-polarized chain}

Now put three electrons in each cell, with both bands filled for spin up and the $p$-like band alone filled for spin down. This is not the ground state of the spin-independent $H$, which would half fill the $d$-like band for both spins. By (\ref{rigid}), Wannier projectors lower the spin-up $d$-like band by $U/2$ and raise the spin-down one by $U/2$, a splitting of $U$ at every $k$. If $W$ is the band width, the gap between them is
\begin{equation}
\left(E_+^{\min}+\frac U2\right)-\left(E_+^{\max}-\frac U2\right)=U-W=0.16-0.04=0.12\ \text{hartree}.
\end{equation}
This is the gap of the chain if it is positive and the $p$-like bands do not intervene, as is the case here. It shows that the polarized state is self-consistent, not that it has the lowest energy of all magnetic arrangements.

With atomic projectors the spin-up channel is instructive. All its states are filled, so the atomic occupation is 1. The $d$ level moves by $-U/2=-0.0800$ hartree, yet the $d$-like band moves by $-0.0800$ hartree at $k=0$ and by $-0.0575$ hartree at $ka=\pi$. An integer occupation has not produced a rigid shift, because $P_d$ does not act equally on all states of the band and does not commute with $H$. At $ka=\pi$ the band has $d$ weight $1-w=0.8$, so its first-order shift is $-0.0800\times0.8=-0.0640$ hartree; the change in mixing with the $p$-like band accounts for the remaining $+0.0065$ hartree. Here the levels approach each other, and the $d$ weight of the $p$-like band at $ka=\pi$ rises from 0.200 to 0.379. Atomic projectors can therefore strengthen the mixing as well as weaken it. The spin splitting falls from 0.150 hartree at $k=0$ to 0.116 hartree at $ka=\pi$, and the gap is 0.087 hartree.

\section{Where the integer or the rigidity is lost}

Suppose first that a single $d$-like band is partly filled. Its one Wannier function per cell has occupation $f$, the filled fraction of the band, and (\ref{V}) gives $V=U(\tfrac12-f)P_G$. This commutes with $H$. With 11 of the 40 states filled, $f=0.275$ and the whole band shifts by $0.16\times0.225=0.036$ hartree. The shift is rigid although the occupation is fractional. This holds for a state with the same occupation in every cell; when $U$ exceeds the band width, as here, a state with occupations that differ from site to site can have lower energy, and the argument does not cover it.

A group of several bands with only some of them filled can lose both properties. Let the group have two bands, the lower one filled. If $u_a(k)$ are the components of the filled state on the two Wannier orbitals at $k$, then
\begin{equation}
n_{ab}=\frac1N\sum_k u_a(k)\,u_b^*(k).
\end{equation}
The trace is 1. For an eigenvalue of 1, some normalized vector $x$ must satisfy $N^{-1}\sum_k|x^\dagger u(k)|^2=1$. No term exceeds 1, so each must equal 1, and $u(k)$ must be parallel to $x$ at every $k$. If the weights or the relative phase of the filled state on the two Wannier orbitals vary over the zone, the occupations are fractional. If both eigenvalues are $\tfrac12$, the potential vanishes. Otherwise it raises one eigenvector of $n$ and lowers the other, and in general it couples the two bands.

As an example, add to each cell a second $d$ orbital at 0.18 hartree, coupled to the first by $0.02\cos ka$ hartree and not to the $p$ orbital. The two Wannier orbitals are again made by projecting the atomic $d$ orbitals on the group and orthonormalizing them symmetrically, here on 60 $k$ points; the numbers below depend on this gauge. With the $p$-like band and the lower $d$-like band filled, the eigenvalues of $n$ are 0.093 and 0.907. One application of the potential, without further iteration, shifts the filled band by amounts from $-0.065$ to $-0.058$ hartree. With the whole group empty or filled, the program finds occupations 0 or 1 and rigid shifts of $\pm U/2$, also in a gauge chosen at random at each $k$.

In this example the two $d$-like bands are themselves separated by a gap. Each may be taken as a group of its own, and the argument leading to (\ref{rigid}) then applies to each. Making one Wannier function from each band therefore gives occupations 0 and 1, where the Wannier functions that mix the two bands gave fractions. For a completely empty or filled group the integers hold in any gauge; when only some bands of the group are filled, they depend on how the Wannier functions are chosen. They do not show that the atoms carry an integer number of $d$ electrons.

The numerical check checks the main relations numerically by diagonalizing the ring and the Bloch Hamiltonians. It also confirms that, among uniform upward shifts of the $d$ level by up to 0.15 hartree, the one given by (\ref{sc}) minimizes the total energy for the parameters used here.

\section*{Numbers as computed}
\begin{verbatim}
d-p level difference delta = 0.1200 hartree
p-d hopping t = 0.0400 hartree; Hubbard U = 0.1600 hartree
cells in ring = 40
Wannier function: weight on home d orbital = 0.87974
Wannier function: weight on two nearest p = 0.11791
Wannier function: total p weight = 0.11893
MAIN CASE: p-like band filled, d-like band empty
Wannier occupation per spin = 0.00000
atomic d occupation per spin, uncorrected = 0.11893
atomic d occupation, Wannier-corrected state = 0.11893
atomic d occupation, atomic correction = 0.06485
atomic d-level shift, self-consistent = 0.06962 hartree
commutator norm [V,H], Wannier = 7.6e-17 hartree^2
commutator norm [V,H], atomic one-shot = 3.1e-02 hartree^2
ka=0: direct gap uncorrected = 0.12000 hartree
ka=0: direct gap atomic = 0.18962 hartree
ka=0: atomic shift of p-like = 0.00000 hartree
ka=0: atomic shift of d-like = 0.06962 hartree
ka=0: d weight of p-like band, before = 0.00000
ka=0: d weight of p-like band, atomic = 0.00000
ka=pi/2: direct gap uncorrected = 0.16492 hartree
ka=pi/2: direct gap atomic = 0.22081 hartree
ka=pi/2: atomic shift of p-like = 0.00687 hartree
ka=pi/2: atomic shift of d-like = 0.06276 hartree
ka=pi/2: d weight of p-like band, before = 0.13620
ka=pi/2: d weight of p-like band, atomic = 0.07062
ka=pi: direct gap uncorrected = 0.20000 hartree
ka=pi: direct gap atomic = 0.24811 hartree
ka=pi: atomic shift of p-like = 0.01076 hartree
ka=pi: atomic shift of d-like = 0.05887 hartree
ka=pi: d weight of p-like band, before = 0.20000
ka=pi: d weight of p-like band, atomic = 0.11786
Wannier shift of d-like, min = 0.08000 hartree
Wannier shift of d-like, max = 0.08000 hartree
band gap uncorrected = 0.12000 hartree = 3.265 eV
band gap Wannier = 0.20000 hartree = 5.442 eV
band gap atomic = 0.18962 hartree = 5.160 eV
d-like width: uncorrected = 0.04000 hartree
d-like width: Wannier = 0.04000 hartree
d-like width: atomic = 0.02924 hartree
Hubbard energy per spin and cell, atomic = 0.004852 hartree
SPIN-POLARIZED CASE: d-like band full (up), empty (down)
ka=0: atomic spin splitting of d-like = 0.14962 hartree
ka=0: spin-up atomic shift of d-like = -0.08000 hartree
ka=pi: atomic spin splitting of d-like = 0.11640 hartree
ka=pi: spin-up atomic shift of d-like = -0.05754 hartree
spin-up d weight of p-like band at ka=pi, atomic = 0.37873
gap, Wannier = 0.12000, atomic = 0.08716 hartree
PARTLY FILLED single band: Wannier occupation = 0.27500
its rigid shift = 0.03600 hartree
TWO-d GROUP: second d level = 0.180 hartree, d-d coupling = 0.020 cos(ka) hartree
one band filled: occupations = 0.09267, 0.90733
filled-band shift from -0.06517 to -0.05847 hartree
\end{verbatim}
